# Coulomb Amplitudes in the Unique First-Forbidden Beta Shape Factor

## The situation

A nucleus emits an electron and an antineutrino while its spin changes by two units and its parity changes. Two leptons sitting at the centre of the nucleus with constant wave functions can carry away at most one unit of angular momentum, so the decay must use the slope of one of the two waves. For free leptons a slope is proportional to momentum, and the rate acquires the factor \(q^2+p^2\), where \(p\) is the electron momentum and \(q\) the antineutrino momentum.

The electron, however, moves in the Coulomb field of the daughter nucleus. That field changes the slope of its \(j=3/2\) wave and the height of its \(j=1/2\) wave by different factors. The electron spectrum then has the form

\[
\frac{dN}{dp}\propto p^2q^2\,\mathcal F\,C,\qquad C=q^2+\lambda_2p^2 .
\]

Here \(p^2q^2\) is the phase space of the two leptons and \(\mathcal F\) is the Coulomb enhancement of the \(j=1/2\) wave. The number \(\lambda_2\) compares the two enhancements. The questions are where this form comes from and what happens to \(\lambda_2\) when \(p\) is small.

The antineutrino is taken as massless and nuclear recoil is neglected. Lepton spins are summed over, and directions are integrated over.

## The lepton tensor

Only left-handed lepton fields enter the weak interaction. If \(u\) and \(l\) are the upper and lower two-component parts of the electron wave, its left-handed part is \(\phi=(u-l)/\sqrt2\). Let \(\chi\) be the antineutrino factor. The spatial axial current \(A_j\) of the nucleus couples to \(\phi^\dagger\sigma_j\chi\), up to a constant.

A spin change of two needs a nuclear tensor of rank two or more. With one power of \(\mathbf r\), the charge densities give rank one at most. The vector current gives \(r_iV_j\), which has even parity. The remaining candidate, \(\int r_iA_j\,d^3r\), has odd parity, and its symmetric traceless part has rank two. At this order a single nuclear moment therefore controls the decay, hence the name "unique". It couples to

\[
S_{ij}=\text{symmetric traceless part of }\ \partial_i(\phi^\dagger\sigma_j\chi)\big|_{r=0}.
\]

After the sum over nuclear orientations no direction is preferred, so the rate is proportional to \(\sum_{ij}|S_{ij}|^2\).

## Why the steep Coulomb slope drops out

A spinor field linear in \(\mathbf r\) has the form \(r_iD_i\), with three constant spinors \(D_i\). It contains \(j=1/2\) and \(j=3/2\). The \(j=1/2\) part must be \((\boldsymbol\sigma\cdot\mathbf r)s\) with a constant spinor \(s\). Orthogonality to it, after averaging over the direction of \(\mathbf r\), gives \(s^\dagger\sigma_iD_i=0\) for every \(s\). The \(j=3/2\) part therefore obeys \(\sigma_iD_i=0\).

Insert the \(j=1/2\) part of the electron wave into \(S_{ij}\). The derivative gives \(s^\dagger\sigma_i\sigma_j\chi\), and since

\[
\tfrac12(\sigma_i\sigma_j+\sigma_j\sigma_i)=\delta_{ij},
\]

its symmetric part is a pure trace, which is removed. The same holds for the linear \(j=1/2\) part of the antineutrino.

This matters because the \(j=1/2\) electron waves have a slope of order \(\alpha Z/R\) inside a nucleus of radius \(R\), where \(\alpha\) is the fine-structure constant and \(Z\) the daughter charge. This is much larger than \(p/\hbar\) at low momentum. It cannot contribute to a rank-two tensor at this order. Two products remain: a constant electron wave with a linear \(j=3/2\) antineutrino wave, and the reverse.

## Partial waves and their central amplitudes

The electron waves of definite angular momentum are

\[
\psi_{\kappa\mu}=\begin{pmatrix} g_\kappa(r)\,\chi_{\kappa\mu}(\hat r)\\ i f_\kappa(r)\,\chi_{-\kappa\mu}(\hat r)\end{pmatrix},\qquad j=|\kappa|-\tfrac12 .
\]

With \(P=rg\), \(Q=rf\), potential energy \(V\) and total energy \(W\), the radial Dirac equations are

\[
\begin{aligned}
P'&=-\frac{\kappa}{r}P+\frac{W-V+mc^2}{\hbar c}\,Q,\\
Q'&=\frac{\kappa}{r}Q-\frac{W-V-mc^2}{\hbar c}\,P .
\end{aligned}
\]

The normalization is that \(P\) oscillates at large \(r\) with amplitude \((\hbar/p)\sqrt{(W+mc^2)/2W}\).

Let \(k=|\kappa|\). In a nucleus of finite size \(V\) is finite at the centre, so the function \(g_{-k}\) (for \(\kappa=-k\)) or \(f_{k}\) (for \(\kappa=+k\)) starts as \(r^{k-1}\), and its partner starts one power higher. Define \(a_\kappa\) by

\[
g_{-k}\ \text{or}\ f_k\ \to\ a_{\kappa}\,\frac{(pr/\hbar)^{k-1}}{(2k-1)!!},
\]

\[
\mathcal F=a_{-1}^2+a_1^2,\qquad \lambda_2=\frac{a_{-2}^2+a_2^2}{a_{-1}^2+a_1^2}.
\]

Without charge these functions are spherical Bessel functions \(j_{k-1}(pr/\hbar)\) times \(\sqrt{(W\pm mc^2)/2W}\), with the upper sign for \(g_{-k}\). The squares add to one for each \(k\), so \(\mathcal F=\lambda_2=1\).

## Averages over directions

An electron with direction \(\hat p\) and spin state \(s\) is a coherent sum over partial waves with coefficients \(4\pi e^{i\delta_\kappa}\chi^\dagger_{\kappa\mu}(\hat p)s\). The average over \(\hat p\) and the sum over \(s\) use the orthonormality of the \(\chi_{\kappa\mu}\):

\[
\langle\psi(\mathbf r)\psi^\dagger(\mathbf r')\rangle=4\pi\sum_{\kappa\mu}\psi_{\kappa\mu}(\mathbf r)\psi^\dagger_{\kappa\mu}(\mathbf r').
\]

The phases \(\delta_\kappa\) and all interference between different partial waves have gone. In particular the constant \(j=1/2\) wave does not interfere with the linear \(j=3/2\) wave.

For \(\kappa=-k\) the leading part is the upper one, for \(\kappa=+k\) the lower one. Both carry the angular function \(\chi_{-k\mu}\), so \(a_{-k}^2\) and \(a_k^2\) add. The factor \(1/\sqrt2\) in \(\phi\) gives one half in the square.

For \(k=1\), \(\sum_\mu\chi\chi^\dagger=1/4\pi\), and the constant part obeys

\[
\langle\phi_0\phi_0^\dagger\rangle=n_e,\qquad n_e=\tfrac12\mathcal F .
\]

For \(k=2\) the sum over all \(l=1\) states is \((3/4\pi)\,\hat r\cdot\hat r'\). Subtracting the \(j=1/2\) states \((\boldsymbol\sigma\cdot\hat r)s/\sqrt{4\pi}\) leaves

\[
\sum_\mu\chi_{-2\mu}(\hat r)\chi^\dagger_{-2\mu}(\hat r')=\frac{1}{4\pi}\,\hat r_i\hat r'_k\,(3\delta_{ik}-\sigma_i\sigma_k).
\]

With \(1/(3!!)^2=1/9\) the linear electron part obeys

\[
\langle D_iD_k^\dagger\rangle=c_e\Big(\delta_{ik}-\tfrac13\sigma_i\sigma_k\Big),\qquad c_e=\frac{\lambda_2\mathcal F\,p^2}{6\hbar^2}.
\]

The antineutrino factor is \(e^{-i\mathbf q\cdot\mathbf r/\hbar}\chi_0\) with one helicity, \(\chi_0\chi_0^\dagger=(1-\boldsymbol\sigma\cdot\hat q)/2\). Its constant part averages to \(n_\nu=1/2\). Its slopes \(-iq_i\chi_0/\hbar\) average to \((q^2/6\hbar^2)\delta_{ik}\), because the term odd in \(\hat q\) vanishes. Projection on \(j=3/2\) replaces \(\delta_{ik}\) by \(\delta_{ik}-\sigma_i\sigma_k/3\), so \(c_\nu=q^2/(6\hbar^2)\).

## The shape factor

The projector on symmetric traceless tensors is

\[
\Pi_{ij,kl}=\tfrac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})-\tfrac13\delta_{ij}\delta_{kl}.
\]

The product of the constant electron and the linear antineutrino gives

\[
n_ec_\nu\,\Pi_{ij,kl}\,\mathrm{tr}\big[\sigma_j(\delta_{ik}-\tfrac13\sigma_i\sigma_k)\sigma_l\big].
\]

In the second term \(\Pi\) selects the symmetric traceless part of \(\sigma_j\sigma_i\), which is zero. In the first, \(\mathrm{tr}\,\sigma_j\sigma_l=2\delta_{jl}\), and \(\Pi_{ij,ij}=\tfrac12(9+3)-1=5\). The result is \(10\,n_ec_\nu\). The reverse product gives \(10\,c_en_\nu\) in the same way. Hence

\[
\sum_{ij}\langle|S_{ij}|^2\rangle=10\,(n_ec_\nu+c_en_\nu)=\frac{5}{6\hbar^2}\,\mathcal F\,\big(q^2+\lambda_2p^2\big).
\]

This is the stated shape factor. Everything the Coulomb field does to it is contained in \(\lambda_2\).

## Solving the point-charge problem

A closed estimate of \(\lambda_2\) follows from \(V=-\alpha Z\hbar c/r\). Let

\[
\rho=\frac{pr}{\hbar},\quad \eta=\frac{\alpha ZW}{pc},\quad \nu=\frac{\alpha Zmc}{p},\quad \gamma_k=\sqrt{k^2-(\alpha Z)^2},
\]

and write \(\gamma\) for \(\gamma_k\) while \(k\) is fixed. Scale \(P=\sqrt{W+mc^2}\,A\) and \(Q=\sqrt{W-mc^2}\,B\), and combine \(\Phi=A+iB\). The radial equations become

\[
\frac{d\Phi}{d\rho}=-i\Big(1+\frac{\eta}{\rho}\Big)\Phi-\frac{\kappa+i\nu}{\rho}\,\Phi^* ,
\]

together with the complex conjugate. Put \(\Phi=\rho^{\gamma}e^{-i\rho}F\) and \(\Phi^*=\rho^{\gamma}e^{-i\rho}G\):

\[
\begin{aligned}
\rho F'&=-(\gamma+i\eta)F-(\kappa+i\nu)G,\\
\rho G'&=(2i\rho+i\eta-\gamma)G-(\kappa-i\nu)F .
\end{aligned}
\]

Eliminate \(G\). The terms in \(F\) without a factor \(\rho\) have the coefficient \(\kappa^2+\nu^2-\gamma^2-\eta^2\). It vanishes because \(\eta^2-\nu^2=(\alpha Z)^2\). What remains is

\[
\rho F''+(2\gamma+1-2i\rho)F'-2i(\gamma+i\eta)F=0 ,
\]

the confluent hypergeometric equation in the variable \(2i\rho\). The regular solution is \(F=N\,M(\gamma+i\eta,\,2\gamma+1,\,2i\rho)\).

At \(\rho=0\) the first equation gives \(G=-N(\gamma+i\eta)/(\kappa+i\nu)\), and this must equal \(N^*\). Therefore

\[
N^2=-|N|^2\,\frac{\kappa+i\nu}{\gamma+i\eta}.
\]

At large \(\rho\) the leading term of \(M\) is \(\Gamma(2\gamma+1)(-2i\rho)^{-\gamma-i\eta}/\Gamma(\gamma+1-i\eta)\), and \(|(-i)^{-i\eta}|=e^{-\pi\eta/2}\). The normalization requires \(|\Phi|\to\hbar/(p\sqrt{2W})\), so

\[
|N|^2=\frac{\hbar^2}{2Wp^2}\,\frac{2^{2\gamma}e^{\pi\eta}(\gamma^2+\eta^2)|\Gamma(\gamma+i\eta)|^2}{\Gamma(2\gamma+1)^2}.
\]

## The sum of squares at small radius

Near the origin \(A^2\) and \(B^2\) are \(\tfrac12(|N|^2\pm\mathrm{Re}\,N^2)\rho^{2\gamma}\), with

\[
\mathrm{Re}\,N^2=-|N|^2\,\frac{\kappa\gamma+\nu\eta}{\gamma^2+\eta^2}.
\]

Take \(P^2\) from \(\kappa=-k\) and \(Q^2\) from \(\kappa=+k\), and let \(X=\gamma^2+\eta^2+k\gamma\). Apart from the common factor \(|N|^2\rho^{2\gamma}/(\gamma^2+\eta^2)\), their sum is

\[
\tfrac12(W+mc^2)(X-\nu\eta)+\tfrac12(W-mc^2)(X+\nu\eta)=WX-mc^2\nu\eta .
\]

Since \(mc^2\eta=W\nu\), this equals \(W(\gamma^2+\eta^2-\nu^2+k\gamma)=Wk(k+\gamma)\). The mass terms have cancelled, and

\[
g_{-k}^2+f_k^2=\frac{k(k+\gamma_k)}{2}\,\frac{(2\rho)^{2\gamma_k}}{\rho^2}\,\frac{e^{\pi\eta}|\Gamma(\gamma_k+i\eta)|^2}{\Gamma(2\gamma_k+1)^2}.
\]

A point charge has no finite central amplitude, since \(\gamma_k<k\). The estimate equates this leading form at \(r=R\) with the central form of the finite nucleus. The ratio of \(k=2\) to \(k=1\) gives

\[
\begin{aligned}
\lambda_2\approx{}&\frac{18(2+\gamma_2)}{1+\gamma_1}\Big(\frac{\hbar}{pR}\Big)^2\Big(\frac{2pR}{\hbar}\Big)^{2(\gamma_2-\gamma_1)}\\
&\times\left|\frac{\Gamma(\gamma_2+i\eta)}{\Gamma(\gamma_1+i\eta)}\right|^2\left[\frac{\Gamma(2\gamma_1+1)}{\Gamma(2\gamma_2+1)}\right]^2 .
\end{aligned}
\]

## Weak charge

Let \(\alpha Z\to0\) at fixed \(\eta\), so that \(\gamma_k\to k\). The constants give \(18\cdot2\cdot4\cdot(2/24)^2=1\), the radius cancels, and \(|\Gamma(2+i\eta)|^2=(1+\eta^2)|\Gamma(1+i\eta)|^2\). Thus

\[
\lambda_2\to1+\eta^2,\qquad \lambda_2p^2\simeq p^2+(\alpha Zmc)^2 .
\]

The second form uses \(W\simeq mc^2\), because a small \(\alpha Z\) at fixed \(\eta\) implies \(p\ll mc\). The slope of the \(j=3/2\) wave, measured against the height of the \(j=1/2\) wave, does not vanish with the asymptotic momentum. Near the charge the Coulomb energy is larger in magnitude than the kinetic energy of a slow electron, and the length that governs the wave there is \(\hbar/(\alpha Zmc)\) instead of \(\hbar/p\).

For fast electrons the formula does not give the departure of \(\lambda_2\) from one, even for a light nucleus. At fixed energy \(\eta^2\) is itself of order \((\alpha Z)^2\), the same order as the terms dropped in \(\gamma_k\to k\). For \(Z=10\) and a kinetic energy of 450 keV, \(\lambda_2\) lies slightly below one.

## Low momentum

The point formula has a simple low-momentum limit for any \(\alpha Z<1\), although it is a poor estimate for a finite nucleus when \(\alpha Z\) is close to one. Low momentum means large \(\eta\). Then \(|\Gamma(\gamma+i\eta)|^2\to2\pi\eta^{2\gamma-1}e^{-\pi\eta}\), and the ratio of Gamma functions becomes \(\eta^{2(\gamma_2-\gamma_1)}\). Since \(p\eta\to\alpha Zmc\), the momentum drops out of \(\lambda_2p^2\):

\[
\begin{aligned}
\lambda_2p^2\to P_0^2={}&\frac{18(2+\gamma_2)}{1+\gamma_1}\Big(\frac{\hbar}{R}\Big)^2\Big(\frac{2\alpha ZmcR}{\hbar}\Big)^{2(\gamma_2-\gamma_1)}\\
&\times\left[\frac{\Gamma(2\gamma_1+1)}{\Gamma(2\gamma_2+1)}\right]^2 .
\end{aligned}
\]

So \(\lambda_2\) diverges as \(P_0^2/p^2\), while the shape factor stays finite and tends to \(q^2+P_0^2\). The departure of \(\lambda_2\) from one is unbounded, but the relative change it makes in \(C\) tends to \(P_0^2/q^2\) as \(p\to0\).

For positrons the charge changes sign and \(\eta\) becomes negative. The point formula depends on \(\eta\) through \(|\Gamma(\gamma_k+i\eta)|\) alone, which is even in \(\eta\), so \(\lambda_2\) again grows at low momentum. At low momentum repulsion reduces both amplitudes below their free values, the \(j=3/2\) one less strongly.

## A worked example

Take \(Z=40\), a uniformly charged sphere of radius \(R=5\) fm and an endpoint kinetic energy of 500 keV. These are model parameters. Then \(\alpha Z=0.2919\), \(\gamma_1=0.9565\) and \(\gamma_2=1.9786\).

The amplitudes \(a_\kappa\) of the finite nucleus were obtained by Runge–Kutta integration of the radial equations from the centre outwards, with \(V=-(\alpha Z\hbar c/2R)(3-r^2/R^2)\) inside the sphere. The normalization was read off far outside. With kinetic energy \(T\), and \(pc\) in keV:

| \(T\) (keV) | \(pc\) | \(\lambda_2\) | \(1+\eta^2\) | \(C/C_1\) |
|---|---|---|---|---|
| 0.1 | 10.11 | 172.8 | 218.8 | 1.070 |
| 1 | 31.98 | 18.01 | 22.83 | 1.070 |
| 10 | 101.6 | 2.53 | 3.24 | 1.063 |
| 50 | 231.5 | 1.165 | 1.500 | 1.035 |
| 100 | 335.0 | 1.001 | 1.283 | 1.001 |
| 250 | 563.9 | 0.915 | 1.155 | 0.929 |
| 450 | 813.9 | 0.898 | 1.119 | 0.899 |

Here \(C_1=q^2+p^2\) is the shape factor with \(\lambda_2\) set to one.

**The plateau.** The formula for \(P_0\) gives \(P_0c=133.0\) keV, or \(P_0=7.11\times10^{-23}\) kg m/s. Its square is \(1.770\times10^4\) keV². At 0.1 keV the finite nucleus gives \(\lambda_2(pc)^2=172.8\times10.11^2\approx1.766\times10^4\) keV², close to the plateau. The limit of the finite nucleus itself is slightly lower, about \(1.757\times10^4\) keV², because the point formula lies a little too high.

**The effect on the shape.** At 0.1 keV, \(qc=499.9\) keV and \((qc)^2=249\,900\) keV². Adding the finite-nucleus value \(\lambda_2(pc)^2\approx17\,660\) keV² gives \(Cc^2=267\,560\) keV², whereas \(\lambda_2=1\) would give \(249\,900+102=250\,002\) keV². A \(\lambda_2\) of 173 thus raises the shape factor by 7 per cent. With an endpoint of 133 keV the same plateau would equal \(q^2\) at \(p\to0\) and double \(C\).

**The upper end.** At 450 keV, \(qc\) is only 50 keV and the electron term dominates. There \(\lambda_2=0.898\) lowers \(C\) by 10 per cent, a larger change than the one at low momentum.

**The weak-charge formula.** It overestimates \(\lambda_2\) throughout the table; the ratio \(\lambda_2/(1+\eta^2)\) lies between 0.77 and 0.81. The point formula contains the power \((2pR/\hbar)^{2(\gamma_2-\gamma_1-1)}\), with exponent \(2\times0.0221=0.044\) here. For \(2pR<\hbar\) this power is below one: close to the charge the \(j=1/2\) density is raised by the relativistic factor \(r^{2\gamma_1-2}\), more than the \(j=3/2\) density is by \(r^{2\gamma_2-4}\). The power is 0.72 at 0.1 keV and 0.87 at 450 keV, and it helps to bring \(\lambda_2\) below one at the higher energies, which \(1+\eta^2\) cannot do. It is not the whole difference: the other factors of the point formula raise the ratio at the lowest energy and lower it at the highest, so that the ratio stays nearly constant.

**The point formula.** It lies 0.5 to 0.7 per cent above the finite-nucleus values in the table. At 100 keV the excess is 0.7 per cent for \(Z=40\) and 0.1 per cent for \(Z=20\).

**Positrons.** At 10 keV with \(Z=40\), the finite nucleus gives \(\lambda_2=2.51\), close to the electron value 2.53. The factor \(\mathcal F\) is \(1.4\times10^{-3}\) instead of 17, so the large ratio belongs to a strongly suppressed part of the spectrum.

## Where the result fails

The derivation keeps the first nonvanishing power of \(r\) in the lepton waves. Inside the nucleus the potential feeds \(P\) into \(Q\) and back, each time with a factor of order \(\alpha Z\). The waves therefore deviate from their leading powers by relative order \((\alpha Z)^2\), which is 0.085 for \(Z=40\), times a coefficient that depends on where in the nucleus the transition takes place. Nuclear moments with more powers of \(r\) are also absent. The digits in the table describe the model and are finer than its accuracy for a real decay.

The field is that of a bare nucleus. Atomic electrons screen it at large distances, which changes \(\lambda_2\) most for the slowest electrons. If the potential is multiplied by \(e^{-r/a}\), with the Thomas–Fermi length \(a=0.885\,a_0Z^{-1/3}\) and the Bohr radius \(a_0\), \(\lambda_2\) falls by about 25 per cent at 0.1 keV, 13.5 per cent at 10 keV and 4 per cent at 100 keV. These figures depend on the screening model, most of all at the lowest energies. At 0.01 keV the fall is 77 per cent, but it is 31 per cent if \(a\) is 10 per cent smaller, 85 per cent if \(a\) is 10 per cent larger, and 34 per cent with Molière's fit to the Thomas–Fermi function, which gives 17 per cent at 10 keV. A fully screened potential sends \(\lambda_2p^2\) to zero as \(p\to0\). The daughter atom, however, is left as an ion of charge one. If that Coulomb tail is kept, \(\lambda_2p^2\) again tends to a constant, lower than the bare value: about \(0.64\times10^4\) keV² for the exponential screening and \(1.36\times10^4\) keV² for the Molière form. The height of the plateau computed above therefore belongs to the bare nucleus. The low-energy entries of the table illustrate the Coulomb limit and do not predict an atomic spectrum. Radiative corrections are left out as well.
